\section*{Where quasineutrality ends in the planar collisionless Tonks-Langmuir plasma, part 2}

A plasma lies between two parallel walls, symmetric about the midplane $x=0$, where the potential $\phi$ is zero and the density is $n_0$. Singly charged ions of mass $M$ are born at rest at the rate $S(x)$ per unit volume and time and fall freely toward the nearer wall; we treat $x>0$. The electron temperature $T_e$ is in energy units, $c_s=\sqrt{T_e/M}$, and the potential variable is $\eta=-e\phi/T_e=y^2$. The ion and electron densities are $n_i$ and $n_e$, with $n_e=n_0e^{-\eta}$.

Let $y$ label the birthplace of an ion and $Y$ the point of observation. The scaled birth rate $G$ per unit $y$ and the plasma equation, which states neutrality, are
\begin{equation}
G=\frac{S}{\sqrt2\,c_sn_0}\frac{dx}{dy}
=\frac2\pi[1-2yD(y)],
\quad
\int_0^Y\frac{G\,dy}{\sqrt{Y^2-y^2}}=e^{-Y^2},
\label{recall}
\end{equation}
where $D(y)=e^{-y^2}\int_0^ye^{t^2}dt$ is the Dawson function, $D'=1-2yD$ and $\int_0^YG\,dy=(2/\pi)D(Y)$.

For any positive, finite, symmetric $S(x)$, the neutral solution ends at the plasma edge, or breakdown point, where $G=0$ and $2y_bD(y_b)=1$: $y_b=0.92414$, $D(y_b)=0.54104$, $\eta_b=y_b^2=0.8540$. Beyond it lies the sheath, a space-charge layer. If no ions are born beyond $y_1$, the net charge at $Y>y_1$ follows from the function $G$ above:
\begin{equation}
\frac{n_i-n_e}{n_0}
=\int_0^{y_1}\frac{G\,dy}{\sqrt{Y^2-y^2}}-e^{-Y^2}
=-\int_{y_1}^{Y}\frac{G\,dy}{\sqrt{Y^2-y^2}} ,
\label{excess}
\end{equation}

For ionization by the plasma's own electrons, $S=\nu n_e$ with constant frequency $\nu$. The scaled position is then $s=\nu x/(\sqrt2\,c_s)$, with $ds/dy=e^{y^2}G$, and the edge lies at $s_b=e^{\eta_b}/(2\pi y_b)=0.4046$. The half-width $L$ of the quasineutral region obeys
\begin{equation}
\frac{\nu L}{c_s}=\sqrt2\,s_b=0.572 .
\label{balance}
\end{equation}
With uniform ionization at the rate $\nu n_0$, the scaled half-width is $0.3444$ instead.

\subsection{How the field diverges}

Near the edge, expand $s$ about $y_b$. The first derivative vanishes because $G(y_b)=0$. In the second derivative of $s$, the term containing $G$ vanishes as well, leaving $e^{\eta_b}G'(y_b)$. Differentiating $G$ and using $D'(y_b)=0$ gives
\begin{equation}
G'(y_b)=-\frac4\pi D(y_b)=-\frac{2}{\pi y_b}.
\end{equation}
With $\delta=\eta_b-\eta\simeq2y_b(y_b-y)$,
\begin{equation}
s_b-s\simeq\frac{e^{\eta_b}}{\pi y_b}(y_b-y)^2
=\frac a2\delta^2,
\qquad
a=\frac{e^{\eta_b}}{2\pi\eta_b^{3/2}}=0.474 .
\end{equation}
Differentiation gives $-ds=a\delta\,d\delta$, while $d\eta=-d\delta$. Hence
\begin{equation}
\frac{d\eta}{ds}\simeq\frac1{a\delta}
=\frac1{\sqrt{2a(s_b-s)}} .
\label{singularity}
\end{equation}
The potential approaches a finite value, while the field grows as the inverse square root of the distance to the edge.

\subsection{Flow at the edge}

The ion flux at the edge is the number of ions born per unit area and time on one side of the midplane:
\begin{equation}
\Gamma=\int_0^L S\,dx=\sqrt2\,c_sn_0\int_0^{y_b}G\,dy
=\frac{2\sqrt2}{\pi}D(y_b)n_0c_s=0.487\,n_0c_s .
\end{equation}
The density there is $n_0e^{-\eta_b}=0.426\,n_0$. The ratio gives the mean ion speed, $1.144\,c_s$. Neither the flux coefficient nor this speed depends on the ionization profile.

The ions have a spread of speeds, from zero for those just born to $c_s\sqrt{2\eta_b}$ for those from the midplane. The average that controls the sheath is that of $v^{-2}$. The ions born in $dy$ have scaled density $G\,dy/\sqrt{Y^2-y^2}$ and speed $v^2=2c_s^2(Y^2-y^2)$. At the edge, $Y=y_b$, therefore
\begin{equation}
e^{-\eta_b}c_s^2\langle v^{-2}\rangle
=\frac12\int_0^{y_b}\frac{G\,dy}{(y_b^2-y^2)^{3/2}} .
\label{inversesquare}
\end{equation}
The integral converges because $G$ vanishes linearly at $y_b$.

To evaluate it, write the plasma equation with $y=Y\sin\theta$ as $\int_0^{\pi/2}G(Y\sin\theta)\,d\theta=e^{-Y^2}$ and differentiate with respect to $Y$. Returning to $y$,
\begin{equation}
\frac1Y\int_0^Y\frac{yG'(y)}{\sqrt{Y^2-y^2}}\,dy=-2Ye^{-Y^2}.
\end{equation}
Set $Y=y_b$ and integrate by parts, using
\begin{equation}
\frac{d}{dy}\frac{y}{\sqrt{Y^2-y^2}}
=\frac{Y^2}{(Y^2-y^2)^{3/2}} .
\end{equation}
The boundary term is zero at $y=0$ and also at $y_b$, where $G$ vanishes faster than the square root. What remains is
\begin{equation}
-y_b\int_0^{y_b}\frac{G\,dy}{(y_b^2-y^2)^{3/2}}
=-2y_be^{-\eta_b}.
\end{equation}
Comparison with Eq.~\eqref{inversesquare} gives
\begin{equation}
c_s^2\langle v^{-2}\rangle=1 ,
\end{equation}
which is the kinetic Bohm condition with the equality sign. If all ions had one speed, it would reduce to $v=c_s$. With a spread, the mean speed must exceed $c_s$, because $\langle v^{-2}\rangle>\langle v\rangle^{-2}$ for the convex function $v^{-2}$.

\subsection{Restoring space charge}

The infinite field is a property of the limit in which the Debye length is negligible. Poisson's equation, $\epsilon_0\phi''=-e(n_i-n_e)$, becomes in the scaled position
\begin{equation}
\hat\lambda^2\frac{d^2\eta}{ds^2}=\frac{n_i-n_e}{n_0},
\quad
\hat\lambda=s_b\frac{\lambda_D}{L},
\quad
\lambda_D^2=\frac{\epsilon_0T_e}{n_0e^2}.
\label{poisson}
\end{equation}
Here $L$ still means the length fixed by Eq.~\eqref{balance}.

Inserting Eq.~\eqref{singularity} shows that the neutral solution loses its consistency near the edge. Since $\eta''=\frac{d}{d\eta}\left[\frac12(d\eta/ds)^2\right]$,
\begin{equation}
\frac{n_i-n_e}{n_0}\simeq
\hat\lambda^2\frac{d}{d\eta}\frac1{2a^2\delta^2}
=\frac{\hat\lambda^2}{a^2\delta^3}.
\label{estimate}
\end{equation}
However small $\hat\lambda$ is, this estimate grows without bound as $\eta_b$ is approached, so the neutral solution cannot hold all the way to the edge. The estimate itself fails there too: in the full solution the charge at $\eta_b$ is finite and decreases with the Debye length.

For a full solution, take $\eta$ as the independent variable and step outward from the midplane. The field is $d\eta/ds=2ye^{-y^2}/G$, and the ion density is the integral in Eq.~\eqref{recall}, with $G$ now unknown. Each step gives one equation for the next value of $G$. The charge excess at two fixed potentials is then, with $L$ held fixed:
\begin{center}
\begin{tabular}{ccc}
$\lambda_D/L$ & excess$/n_0$ at $\eta=0.5$ & at $\eta=1.5$\\
0.04 & $1.29\times10^{-2}$ & 0.1176\\
0.01 & $1.30\times10^{-3}$ & 0.0905\\
0.0025 & $8.8\times10^{-5}$ & 0.0803\\
0.000625 & $5.5\times10^{-6}$ & 0.0767
\end{tabular}
\end{center}

These entries come from one mesh of 3000 cells and are low by up to 0.6\%. The converged values are $1.30\times10^{-2}$ and $0.1177$ in the first row, and $5.6\times10^{-6}$ at $\eta=0.5$ in the last row.

Above the breakdown depth, at $\eta=0.5$, the excess tends to zero. In the last step it falls by a factor of 16 when $\lambda_D$ falls by 4, as Eq.~\eqref{poisson} requires once the potential profile has settled. Below it, at $\eta=1.5$, the excess tends to a positive value. Free flight of the ions born in the plasma, Eq.~\eqref{excess} with $y_1=y_b$, predicts $0.0749$. The last entry lies 2.4\% above this limit. Thus $\eta_b$ separates potentials where neutrality is recovered as $\lambda_D/L\to0$ from potentials where it is not. At finite $\lambda_D$ the change is gradual.

\subsection{A low-pressure argon plasma}

Take argon at 0.3~mTorr and 300~K, with $T_e=7$~eV, $n_0=10^{10}$~cm$^{-3}$ and $L=4$~cm. These are round values, with the pressure chosen low enough that most ions reach the edge without a collision. The potential drop from midplane to plasma edge is
\begin{equation}
0.854\times7\ \mathrm{V}\simeq6\ \mathrm{V}.
\end{equation}
With $c_s=4.11$~km/s, the ionization frequency and ion flux are
\begin{align}
\nu&=\frac{0.572\times4.11\times10^5\ \mathrm{cm/s}}{4\ \mathrm{cm}}
=5.88\times10^4\ \mathrm{s^{-1}},\\
\Gamma&=0.487\times10^{10}\times4.11\times10^5
=2.00\times10^{15}\ \mathrm{cm^{-2}s^{-1}}.
\end{align}
Multiplying $\Gamma$ by $e$ gives an ion current density of 0.32~mA/cm$^2$.

A floating wall collects equal fluxes of electrons and ions. The one-way Maxwellian electron flux is $n_0e^{-\eta_w}\sqrt{T_e/(2\pi m_e)}$. Setting it equal to $\Gamma$ and neglecting ionization in the sheath,
\begin{equation}
\eta_w=\ln\left[\frac{1}{0.487}\sqrt{\frac{M}{2\pi m_e}}\right]=5.40,
\end{equation}
a total drop of about 38~V. About 32~V of it lies beyond the plasma edge. This value assumes that the electron distribution stays Maxwellian up to the energy needed to reach the wall. At 0.3~mTorr the electron mean free path is several times $L$ or more, so collisions with atoms alone may not replace the fastest electrons as quickly as the wall removes them. The actual drop can then be clearly smaller than 38~V.

The temperature is not free once gas density and width are fixed. The gas density is $9.66\times10^{12}$~cm$^{-3}$, so the discharge needs an ionization coefficient $\nu/n_g=6.1\times10^{-9}$~cm$^3$/s. A classical estimate treats the outer electrons as free and at rest, and counts Coulomb collisions that transfer more than a rough ionization energy of 15.8~eV. Averaged over a Maxwellian, it gives $1.7\times10^{-8}$~cm$^3$/s, larger by a factor of 2.8. The chosen temperature is therefore plausible in order of magnitude. If the classical coefficient were right, a lower temperature would sustain the same plasma.

\subsection{What the model leaves out, for these numbers}

The Debye length is 0.197~mm, so $\lambda_D/L=0.0049$. The Poisson solution reaches $\eta_b$ at 4.04~cm instead of 4~cm, with a charge excess of 2.5\% of the local electron density. The floating wall lies 2.3~mm farther out. The edge is thus well defined on the scale of the plasma, though not a sharp surface.

Ion--neutral collisions change the potential drop itself. With a rough cross section of $10^{-14}$~cm$^2$ the ion mean free path is about 10~cm, while the mean path from birth to the edge is about 2~cm. Averaged over birthplaces, nearly a fifth of the ions collide on the way. This is not itself the error of $\eta_b$. To estimate that error, suppose that every collision is a charge exchange, which replaces the moving ion by one at rest, and that the mean free path $\lambda_i$ is constant. Collisions then add births at the rate $\Gamma(x)/\lambda_i$, where $\Gamma(x)$ is the local ion flux, and the ions born at $x'$ are thinned by the factor $e^{-(x-x')/\lambda_i}$ on their way to $x$. Solving the plasma equation numerically with these two changes and $S=\nu n_e$ gives $\eta_b\simeq0.94$ for the present $L/\lambda_i=0.39$. The drop becomes about 6.6~V instead of 6.0~V. In the same estimate $\nu L/c_s$ falls from 0.572 to about 0.54 and the flux coefficient from 0.487 to about 0.46, so the collisionless values of $\nu$, $\Gamma$ and the current density given above are about 6\% too high.

Two other neglected effects are characterized by smaller numbers, though their shifts of $\eta_b$ are not computed here. The thermal energy of newborn ions is $0.0037\,T_e$. In a Maxwellian, 0.10\% of the electrons have enough energy of motion normal to the wall to cross the full drop; these are the ones whose loss depletes the distribution. They are too few to matter much for the density in the plasma, and hence for $\eta_b$, but the floating wall potential depends directly on them.

At higher gas pressure the assumption of free ion fall fails: with the same cross section, gas temperature and half-width, the mean free path equals $L$ already near 0.8~mTorr. At that point the same charge-exchange estimate gives a drop of $1.04\,T_e$, about a fifth more than the collisionless value, so $0.854\,T_e$ should not be used there or at higher pressure. Apart from the charge-exchange estimates and the converged values quoted after the table, the numerical output below lists the values used here.

\section*{Computed values}
\begin{verbatim}
breakdown y_b = 0.924139, eta_b = 0.854033 (dimensionless)
eta_b, direct numerical solution = 0.85403
Dawson maximum D(y_b) = 0.541044
largest density error, Abel test = 1.1e-16 n0
largest density error, two sources = 3.4e-13 n0
scaled half-width s_b = 0.404562
nu L / c_s = 0.572136
uniform source: scaled half-width = 0.344439
edge density = 0.425695 n0
edge flux = 0.487111 n0 c_s
mean ion speed at edge = 1.144273 c_s
c_s^2 <v^-2> at edge = 1.0000000
edge curvature a = 0.47371
free-flight charge excess at eta=1.5: 0.07491 n0
lambda_D/L=0.040000: excess at eta=0.5 1.293e-02 n0, at 1.5 0.11764 n0
lambda_D/L=0.010000: excess at eta=0.5 1.295e-03 n0, at 1.5 0.09049 n0
lambda_D/L=0.002500: excess at eta=0.5 8.795e-05 n0, at 1.5 0.08030 n0
lambda_D/L=0.000625: excess at eta=0.5 5.532e-06 n0, at 1.5 0.07669 n0
example: Te = 7.0 eV, n0 = 1.0e+10 cm^-3
half-width L = 4.0 cm, pressure = 0.3 mTorr
gas temperature = 300 K
gas density = 9.656e+12 cm^-3
midplane-to-edge potential drop = 5.978 V
c_s = 4.112 km/s
mean ion speed at edge = 4.705 km/s
ionization frequency nu = 5.881e+04 1/s
edge density = 4.257e+09 cm^-3
ion flux = 2.003e+15 cm^-2 s^-1
ion current density = 0.3209 mA/cm^2
needed ionization coefficient = 6.09e-09 cm^3/s
rough ionization energy used = 15.8 eV
rough Thomson coefficient = 1.69e-08 cm^3/s
Thomson / needed = 2.77
Debye length = 0.1967 mm, over L = 0.00492
floating wall: eta = 5.398, drop = 37.79 V
rough ion-neutral cross section = 1.0e-14 cm^2
ion mean free path = 10.36 cm
mean ion path to edge = 2.18 cm
fraction of ions that collide = 18.5 %
Poisson solution: eta_b reached at x = 4.043 cm
charge excess there = 2.54 % of n_e
distance from there to wall = 2.27 mm
newborn-ion kT/Te = 0.00369
electrons with normal energy above wall drop = 0.102 %
\end{verbatim}
